# Liouville Flow from the Wigner Equation and Its Barrier Correction

## Definitions and conventions

A particle moves in one dimension with Hamiltonian \(H=p^2/2+V(x)\), where \(V\) is real and independent of time. The algebra uses atomic units with the particle mass equal to the electron mass, so \(m=1\). The symbol \(\hbar\) is kept to count orders; its physical value is 1. Numerical values are given in eV and angstrom.

Let \(\rho(x_1,x_2,t)\) be the density matrix in the position representation. With \(x=(x_1+x_2)/2\) and \(y=x_1-x_2\), the Wigner function is

\[
W(x,p,t)=\frac{1}{2\pi\hbar}\int dy\,e^{-ipy/\hbar}\,
\rho\!\left(x+\tfrac y2,\,x-\tfrac y2,\,t\right).
\]

It is real because \(\rho\) is Hermitian. Its integral over \(p\) is the density \(n(x)=\rho(x,x)\), but \(W\) itself may be negative.

The Fourier transform in momentum is defined by

\[
\hat W(x,\eta)=\int dp\,e^{-i\eta p}W(x,p),\qquad
W(x,p)=\int\frac{d\eta}{2\pi}\,e^{i\eta p}\hat W(x,\eta),
\]

so \(\partial_p\) acts as multiplication by \(i\eta\). Substituting \(y=-\hbar\eta\) in the definition of \(W\) gives \(\hat W(x,\eta)=\rho(x-\hbar\eta/2,\,x+\hbar\eta/2)\). The variable \(\hbar\eta\) therefore measures the distance between two points whose coherence is being followed.

The norm \(\|f\|\) is the root of \(\int dx\,dp\,|f|^2\). All functions are assumed smooth and to decay fast enough for the integrations by parts below.

## Theorem

**(a) Quadratic potentials.** If \(V\) is a polynomial of degree at most two, then for every state \(W\) obeys the collisionless Liouville equation

\[
\partial_tf+p\,\partial_xf-V'(x)\,\partial_pf=0 .
\]

**(b) Smooth potentials.** Let the derivatives of \(V\) of second and higher order be bounded, with \(M_3=\sup|V'''|\), and let \(V\) not depend on \(\hbar\). Let the initial function \(W_0\) be smooth, rapidly decaying and independent of \(\hbar\), and let it represent a valid density matrix for each \(\hbar\) considered. If \(f\) is the Liouville solution that starts from \(W_0\), then

\[
\|W(t)-f(t)\|\le\frac{\hbar^2M_3}{24}\int_0^t ds\,\|\partial_p^3f(s)\| ,
\]

and the integral does not depend on \(\hbar\). Over a fixed time the error is thus \(O(\hbar^2)\).

**(c) Gaussian barrier.** Let \(V=V_0e^{-x^2/2a^2}\), and let \(W\) be Gaussian in \(p\) with mean \(p_0\) and width \(\sigma\). Define \(\varepsilon=\hbar/(a\sigma)\). Relative to the classical force term, the third-derivative correction tends to \(-3\varepsilon^2/8\) at the phase-space centre \((0,p_0)\). For uniform spatial density its root-mean-square size is \(5\varepsilon^2/32\).

## Lemma 1: the Wigner equation

The Wigner function obeys \(\partial_tW=-p\,\partial_xW+\Theta W\), where \(\Theta\) multiplies \(\hat W(x,\eta)\) by \(i\,b(x,\eta)\), with

\[
b(x,\eta)=\frac{V(x+\hbar\eta/2)-V(x-\hbar\eta/2)}{\hbar}.
\]

**Proof.** The von Neumann equation \(i\hbar\,\partial_t\rho=[H,\rho]\) reads

\[
i\hbar\,\partial_t\rho=-\frac{\hbar^2}{2}
\left(\partial_{x_1}^2-\partial_{x_2}^2\right)\rho
+[V(x_1)-V(x_2)]\rho .
\]

The chain rule gives \(\partial_{x_1}=\tfrac12\partial_x+\partial_y\) and \(\partial_{x_2}=\tfrac12\partial_x-\partial_y\). Squaring and subtracting leaves the cross terms, \(\partial_{x_1}^2-\partial_{x_2}^2=2\partial_x\partial_y\). Division by \(i\hbar\) turns the kinetic part into \(\partial_t\rho=i\hbar\,\partial_x\partial_y\rho\). In the Wigner transform one integration by parts moves \(\partial_y\) onto the exponential:

\[
\frac{i\hbar}{2\pi\hbar}\int dy\,e^{-ipy/\hbar}\partial_x\partial_y\rho
=-i\hbar\left(-\frac{ip}{\hbar}\right)\partial_xW=-p\,\partial_xW .
\]

The potential part is \(\partial_t\rho=-(i/\hbar)[V(x_1)-V(x_2)]\rho\). In \(\hat W(x,\eta)\) the arguments are \(x_1=x-\hbar\eta/2\) and \(x_2=x+\hbar\eta/2\). The minus sign reverses the difference and produces the multiplier \(ib\). ∎

## Lemma 2: gradient series and remainder

Where the Taylor series of \(V\) may be used term by term,

\[
\Theta W=V'\partial_pW-\frac{\hbar^2}{24}V'''\partial_p^3W
+\frac{\hbar^4}{1920}V^{(5)}\partial_p^5W-\dots
\]

Without that assumption, \(|b-V'\eta|\le\hbar^2M_3|\eta|^3/24\).

**Proof.** Put \(s=\hbar\eta/2\). Even powers cancel in \(V(x+s)-V(x-s)\) and odd powers double, so

\[
ib=\sum_{k\ge0}\frac{2i}{\hbar}\frac{V^{(2k+1)}}{(2k+1)!}
\left(\frac{\hbar\eta}{2}\right)^{2k+1}
=\sum_{k\ge0}\frac{(-1)^k(\hbar/2)^{2k}}{(2k+1)!}\,V^{(2k+1)}(i\eta)^{2k+1}.
\]

The last step uses \(i^{2k+1}=(-1)^k i\). Replacing \(i\eta\) by \(\partial_p\) gives the series. Its coefficients are \(1/(4\cdot 3!)=1/24\) and \(1/(16\cdot5!)=1/1920\).

For the bound, take \(s>0\); negative \(s\) follows because \(b\) is odd in \(\eta\). Taylor's formula with integral remainder gives

\[
V(x+s)-V(x-s)-2sV'(x)=\int_0^s dr\,\frac{(s-r)^2}{2}
\left[V'''(x+r)+V'''(x-r)\right].
\]

The bracket is at most \(2M_3\) in magnitude, so the right side is at most \(M_3s^3/3=M_3\hbar^3\eta^3/24\). Division by \(\hbar\) completes the proof. ∎

For a polynomial potential the series terminates. A numerical test with a potential of degree five compared it with the rate of change of \(W\) obtained from the Schrödinger equation. The largest discrepancy was \(7\times10^{-12}\), while the third- and fifth-derivative terms reached 3.9 and 2.1 in the same model units.

## Proof of part (a)

If \(V\) has degree at most two, \(V'''\) and all higher derivatives vanish, so \(b=V'\eta\) with no remainder. Lemma 1 becomes the Liouville equation. Along a classical orbit, \(\dot x=p\) and \(\dot p=-V'\), hence

\[
\frac{dW}{dt}=\partial_tW+p\,\partial_xW-V'\partial_pW=0 .
\]

The value of \(W\) at a phase point is therefore its initial value at the point reached by tracing the orbit back. ∎

Nothing here requires \(W\) to be smooth on a classical scale or positive. Interference fringes are carried along the orbits like any other structure. Quantum mechanics remains in the choice of \(W_0\), which must come from a density matrix; a point in phase space, for instance, is excluded by the uncertainty relation.

The tests used a superposition of two packets in a harmonic, a linear and an inverted quadratic potential. The transported and directly computed Wigner functions differed by at most \(2.4\times10^{-12}\) of the largest sampled \(|W|\). With a quartic term added to the harmonic potential, the same comparison failed by 0.26.

## Proof of part (b)

Let \(D=W-f\), so that \(D=0\) initially. Subtracting the Liouville equation from the Wigner equation gives

\[
\partial_tD=-p\,\partial_xD+\Theta D+R,\qquad R=\Theta f-V'\partial_pf .
\]

The first two terms do not change \(\|D\|\). For the drift, \(\int D\,p\,\partial_xD\,dx=\tfrac p2\int\partial_x(D^2)\,dx=0\). For the potential term, Parseval's theorem gives

\[
\int dx\,dp\,D\,\Theta D=\int dx\int\frac{d\eta}{2\pi}\,i\,b(x,\eta)\,|\hat D(x,\eta)|^2=0,
\]

because \(b\) is odd in \(\eta\), while \(|\hat D|^2\) is even for real \(D\). What remains is

\[
\frac{d}{dt}\|D\|^2=2\int dx\,dp\,D\,R\le2\|D\|\,\|R\| ,
\]

and therefore \(\|D(t)\|\le\int_0^t\|R(s)\|\,ds\). By Lemma 2 and Parseval's theorem, \(\|R\|\le(\hbar^2M_3/24)\|\partial_p^3f\|\), which is the stated bound.

The function \(f(s)\) is \(W_0\) evaluated on orbits traced back by a time \(s\). Neither \(W_0\) nor the orbits contain \(\hbar\). The bounded derivatives of \(V\) keep the first three derivatives of the orbit map bounded over a fixed time, so \(\|\partial_p^3f\|\) is finite and independent of \(\hbar\). ∎

This estimate is for a fixed time as \(\hbar\to0\). Classical flow can stretch and fold \(f\), which makes \(\partial_p^3f\) grow, and the bound then weakens.

**Remark: fringes can keep the correction finite.** Consider two equal packets \(\exp[-(x\mp d/2)^2/2\hbar]\). Midway between them, up to exponentially small terms, \(W\propto G(p)\cos(pd/\hbar)\) with \(G=e^{-p^2/\hbar}\). This \(W\) depends on \(\hbar\) and violates the hypothesis of (b). At \(p=\pi\hbar/2d\) the cosine and its second derivative vanish, while its first and third derivatives are \(-d/\hbar\) and \(d^3/\hbar^3\). The product rule gives

\[
\hbar^2\frac{\partial_p^3W}{\partial_pW}=-d^2+3\hbar^2\frac{G''}{G}
=-d^2-6\hbar+\frac{3\pi^2\hbar^2}{d^2},
\]

since \(G''/G=-2/\hbar+4p^2/\hbar^2\). For \(d=3\) the numerical values are \(-9.567\) at \(\hbar=0.10\) and \(-9.292\) at \(\hbar=0.05\), in agreement with this formula. The ratio tends to \(-d^2\), not to zero, so when \(d\) is comparable with the scale of \(V\), the third-derivative term remains a finite fraction of the force term as \(\hbar\to0\), wherever \(V'\) and \(V'''\) are nonzero.

**Remark: which moments feel the correction.** Integrating by parts in \(p\) shows that \(\int p^j\,\partial_p^3W\,dp=0\) for \(j=0,1,2\). The third-derivative term therefore makes no direct contribution to the local balance of density, momentum or kinetic energy. For \(j=3\) the integral is \(-6n\), so the term adds \(+\hbar^2V'''n/4\) to the rate of change of \(\int p^3W\,dp\). The lower moments feel this indirectly, because the drift term couples each moment to the next.

## Proof of part (c)

Let \(\xi=x/a\) and \(u=(p-p_0)/\sigma\). Successive differentiation of the barrier gives

\[
V'=-\frac{x}{a^2}V,\qquad
V''=\left(\frac{x^2}{a^4}-\frac1{a^2}\right)V,\qquad
V'''=\left(\frac{3x}{a^4}-\frac{x^3}{a^6}\right)V .
\]

Hence \(V'''/V'=(\xi^2-3)/a^2\). The momentum distribution is also Gaussian, so \(\partial_p^3W/\partial_pW=(u^2-3)/\sigma^2\). The correction divided by the classical force term is

\[
\frac{-(\hbar^2/24)V'''\partial_p^3W}{V'\partial_pW}
=-\frac{\varepsilon^2}{24}(\xi^2-3)(u^2-3).
\]

Both terms vanish at the centre, but their ratio tends to \(-9\varepsilon^2/24=-3\varepsilon^2/8\). The negative sign means that the correction weakens the classical term there.

Far from the centre the ratio grows although both terms are small, so an average over phase space is a better overall measure. For uniform spatial density the terms factor into functions of \(x\) and \(p\). The squared Fourier transform of \(V\) is proportional to \(e^{-a^2k^2}\), a Gaussian in \(k\) with variance \(v=1/2a^2\). Its moments \(\langle k^2\rangle=v\) and \(\langle k^6\rangle=15v^3\) give

\[
\left[\frac{\int V'''^2dx}{\int V'^2dx}\right]^{1/2}
=\sqrt{15}\,v=\frac{\sqrt{15}}{2a^2}.
\]

The momentum factor is \(\sqrt{15}/2\sigma^2\) by the same argument. The product with \(\hbar^2/24\) is \(15\varepsilon^2/96=5\varepsilon^2/32\). ∎

The height \(V_0\) cancels from these ratios, though it affects the error in the motion. The length that controls them is the coherence length \(\hbar/\sigma\): the local correction is small on average when this length is short compared with \(a\). For a nondegenerate thermal (Maxwell) momentum distribution \(\sigma^2=k_BT\), so \(\varepsilon^2=\hbar^2/(a^2k_BT)\). For a pure minimum-uncertainty packet of position width \(\sigma_x\), \(\sigma=\hbar/2\sigma_x\) and \(\varepsilon=2\sigma_x/a\): the local correction is then small on average only if the packet is narrow compared with the barrier. This is not a necessary condition for an accurate density. A broad packet with a narrow spread of momentum, passing well above a smooth barrier, can have a nearly classical density even though \(\varepsilon\) is large.

## Proposition: the full correction at the centre

For the Gaussian barrier and momentum distribution, the full nonlocal term divided by the classical force term tends at the centre to

\[
\left(1+\frac{\varepsilon^2}{4}\right)^{-3/2}
=1-\frac{3\varepsilon^2}{8}+\frac{15\varepsilon^4}{128}-\dots
\]

**Proof.** Since \(V\) is even, \(V(x+s)-V(x-s)=2xV'(s)\) to first order in \(x\). With \(s=\hbar\eta/2\), and with \(V'(x)=-xV_0/a^2\) to the same order,

\[
b=\frac{2x}{\hbar}\left(-\frac{\hbar\eta}{2a^2}\right)V_0e^{-\hbar^2\eta^2/8a^2}
=V'(x)\,\eta\,e^{-\hbar^2\eta^2/8a^2}.
\]

The extra exponential multiplies \(e^{-\sigma^2\eta^2/2}\) in \(\hat W\). The result is the classical term for a Gaussian of unchanged area and larger variance \(\sigma^2(1+\varepsilon^2/4)\). Near its maximum, the slope of a normalized Gaussian is proportional to the inverse cube of its width, which gives the ratio. ∎

The binomial series converges for \(\varepsilon<2\) and diverges for \(\varepsilon\ge2\), although the full ratio remains finite. Even within the range of convergence, its first correction can be a poor estimate.

## Worked example

The model parameters are \(V_0=0.05\) eV, \(a=50\) Å, \(\sigma^2=0.025\) eV and \(p_0^2/2=0.2\) eV, with \(m=1\). The coherence length is \(\hbar/\sigma=17.46\) Å, so

\[
\varepsilon=\frac{17.46}{50}=0.349,\qquad
\frac{3\varepsilon^2}{8}=\frac{3(0.1219)}{8}=4.57\%,\qquad
\frac{5\varepsilon^2}{32}=1.90\% .
\]

The full nonlocal correction is \(-4.40\%\) at the centre and 1.87% in root-mean-square size. Narrower barriers show the estimate failing:

| \(a\) (Å) | \(\varepsilon\) | leading, centre | full, centre |
|---|---|---|---|
| 50 | 0.349 | −4.57% | −4.40% |
| 20 | 0.873 | −28.6% | −23.0% |
| 10 | 1.746 | −114% | −57.2% |

At 10 Å the truncated expression would reverse the sign of the central force term, whereas the full expression reduces it by 57%.

To measure the accumulated error for the 50 Å barrier, a mixed Gaussian packet of position width \(\sigma_x=60\) Å starts at \(-150\) Å. It evolves for 113.1 fs, in which free motion at \(p_0\) covers 300 Å. Here \(\sigma_x\sigma/\hbar=3.44\), above the minimum of \(1/2\), so the state is allowed.

The packet spreads on the way. In free motion \(W\) depends on \(p\) through \(\exp[-(x-x_0-pt)^2/2\sigma_x^2-(p-p_0)^2/2\sigma^2]\), where \(x_0\) is the initial mean position. At fixed \(x\) the inverse variance in \(p\) is \(1/\sigma^2+t^2/\sigma_x^2\), so \(\varepsilon^2\) is multiplied locally by \(1+\sigma^2t^2/\sigma_x^2\). Since \(\sigma/p_0=\sqrt{0.025/0.4}=0.25\), halfway through the flight \(\sigma t=0.25\times150=37.5\) Å. The factor is \(1+(37.5/60)^2=1.39\), and the leading central correction rises to about \(-6.4\%\) in this free-motion estimate. The estimate overstates the rise, because the barrier slows the packet and widens its momentum distribution at the top. With orbits traced through the barrier, the factor at \(x=0\) halfway through the flight is about 1.17, which gives about \(-5.4\%\).

At the end, the barrier has changed the Liouville density by 16.8% of its norm. The Liouville density differs from the von Neumann density by 0.106% of the latter's norm. Including the third-derivative term lowers this difference to 0.0016%. The local ratio of terms is thus not itself a prediction of the final density error.

When \(\hbar\) is halved with \(W_0\) fixed, the Liouville error falls by a factor of 3.99, and the error left after the third-derivative correction falls by about 15.7 to 15.8 (the smaller error is near \(10^{-6}\) of the norm, so the last digit depends on the grid and time step). These factors are close to the 4 and 16 expected from errors of order \(\hbar^2\) and \(\hbar^4\). They concern the density, whereas the bound in (b) concerns the phase-space norm. The numerical output lists the values.

## Numbers as computed

```
Series: largest error of dW/dt (model units) = 7.4e-12
Series: largest third-derivative term (model units) = 3.9339
Series: largest fifth-derivative term (model units) = 2.06610
Fringes: packet separation d (model units) = 3.0
Fringes: hbar = 0.10, hbar^2 W_ppp/W_p (model units) = -9.567
Fringes: hbar = 0.05, hbar^2 W_ppp/W_p (model units) = -9.292
Transport error, harmonic potential (relative) = 2.4e-12
Transport error, linear potential (relative) = 6.1e-14
Transport error, inverted potential (relative) = 1.8e-12
Transport error, quartic term added (relative) = 0.262
Barrier height V0 = 0.050 eV
Barrier width a = 50.0 angstrom
Momentum-spread energy sigma_p^2/m = 0.025 eV
Mean-momentum energy p0^2/(2m) = 0.200 eV
Coherence length hbar/sigma_p = 17.458 angstrom
eps = 0.3492, eps^2 = 0.1219 (dimensionless)
RMS third-derivative term / force term, grid = 1.905 %
RMS third-derivative term / force term, 5 eps^2/32 = 1.905 %
RMS full nonlocal correction / force term = 1.870 %
Centre, a = 50 angstrom: eps = 0.349, leading = -4.57 %, full = -4.40 %
Centre, a = 20 angstrom: eps = 0.873, leading = -28.57 %, full = -23.01 %
Centre, a = 10 angstrom: eps = 1.746, leading = -114.30 %, full = -57.24 %
Packet: initial position width = 60.0 angstrom
Packet: initial mean position = -150.0 angstrom
Packet: free path at mean momentum = 300.0 angstrom
Packet: duration = 113.10 fs
Packet: sigma_x sigma_p / hbar = 3.437 (dimensionless)
Density change due to barrier, Liouville (relative L2) = 16.823 %
hbar factor 1.0: Liouville density error = 0.10573 %
hbar factor 1.0: error with third derivative = 0.001595 %
hbar factor 0.5: Liouville density error = 0.02651 %
hbar factor 0.5: error with third derivative = 0.000102 %
Liouville error falls on halving hbar by factor 3.989
Corrected error falls on halving hbar by factor 15.704
```
